# Does a scalar hole mobility make velocity parallel to wave vector?: test program

```python
"""
Result under test: in a warped cubic valence band the hole velocity is tilted
from the wave vector k, while the weak-field mobility tensor is a scalar.

Hole energy: E = (hbar^2 k^2 / 2 m0) g(n), with n = k/|k| and
g = gamma1 - sign*R, R^2 = 4 gamma2^2 + 12 (gamma3^2-gamma2^2) s,
s = nx^2 ny^2 + ny^2 nz^2 + nz^2 nx^2; sign=+1 heavy, -1 light.
Tilt: tan(delta) = 6 |gamma3^2-gamma2^2| P/(R g), where
P^2 = sum over pairs of ni^2 nj^2 (ni^2-nj^2)^2.
Mobility mass: m0/mc = int g^(-1/2) sec(delta)^2 / int g^(-3/2).
Reduced variables: q = hbar k/sqrt(2 m0 kB T), w = E/(kB T).
Material parameters are rough germanium-like values.
"""
import itertools
import numpy as np
from scipy import constants as sc

gamma1, gamma2, gamma3 = 13.4, 4.2, 5.7
split_off = 0.29             # eV
temperature = 300.0          # K
tau = 0.3e-12                # s
phonon_meV = 37.0            # rough optical-phonon energy
hole_density = 1e16          # cm^-3
strain_splitting = 0.100     # eV
B2 = 4 * gamma2**2
C2 = 12 * (gamma3**2 - gamma2**2)
kT = sc.k * temperature
kT_eV = kT / sc.e
inv_mass = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18  # eV nm^2
rng = np.random.default_rng(4)


def pair_sum(q):
    a = q**2
    return a[..., 0]*a[..., 1] + a[..., 1]*a[..., 2] + a[..., 2]*a[..., 0]


def band_energy(q, sign=1):
    q2 = np.sum(q*q, axis=-1)
    return gamma1*q2 - sign*np.sqrt(B2*q2**2 + C2*pair_sum(q))


def band_gradient(q, sign=1):
    q2 = np.sum(q*q, axis=-1)[..., None]
    root = np.sqrt(B2*q2**2 + C2*pair_sum(q)[..., None])
    return q*(2*gamma1 - sign*(2*B2*q2 + C2*(q2-q*q))/root)


def tilt_tangent(n, sign=1):
    a = n*n
    p2 = sum(a[..., i]*a[..., j]*(a[..., i]-a[..., j])**2
             for i, j in ((0, 1), (1, 2), (2, 0)))
    root = np.sqrt(B2 + C2*pair_sum(n))
    return abs(C2)*np.sqrt(p2)/(2*root*(gamma1-sign*root))


def angle_deg(a, b):
    return np.degrees(np.arctan2(np.linalg.norm(np.cross(a, b)), np.dot(a, b)))


def numerical_gradient(function, point, step):
    return np.array([(function(point+step*u)-function(point-step*u))/(2*step)
                     for u in np.eye(3)])


# Spin-3/2 matrices and direct diagonalization of the four-band matrix.
raising = np.diag([np.sqrt(3), 2, np.sqrt(3)], 1).astype(complex)
J = [(raising+raising.T)/2, (raising-raising.T)/(2j),
     np.diag([1.5, .5, -.5, -1.5]).astype(complex)]
I4 = np.eye(4)
gammas = [(J[i]@J[j]+J[j]@J[i])/np.sqrt(3)
          for i, j in ((1, 2), (2, 0), (0, 1))]
gammas += [(J[0]@J[0]-J[1]@J[1])/np.sqrt(3), J[2]@J[2]-1.25*I4]
for i in range(5):
    for j in range(5):
        anti = gammas[i]@gammas[j] + gammas[j]@gammas[i]
        assert np.allclose(anti, 2*(i == j)*I4, atol=1e-12)


def four_band_levels(q):
    matrix = gamma1*np.dot(q, q)*I4
    for i in range(3):
        matrix = matrix - 2*gamma2*q[i]**2*(J[i]@J[i]-1.25*I4)
    for i, j in ((0, 1), (1, 2), (2, 0)):
        matrix = matrix - 2*gamma3*q[i]*q[j]*(J[i]@J[j]+J[j]@J[i])
    return np.linalg.eigvalsh(matrix)


for _ in range(12):
    q = rng.normal(size=3)
    levels = four_band_levels(q)
    expected = [band_energy(q, 1)]*2 + [band_energy(q, -1)]*2
    assert np.allclose(levels, expected, rtol=1e-10, atol=1e-10)
    for sign, index in ((1, 0), (-1, 2)):
        grad = numerical_gradient(lambda p: four_band_levels(p)[index], q, 1e-5)
        assert np.allclose(grad, band_gradient(q, sign), rtol=2e-6, atol=2e-6)
        predicted = np.degrees(np.arctan(
            tilt_tangent(q/np.linalg.norm(q), sign)))
        assert abs(angle_deg(grad, q)-predicted) < 1e-3
        assert np.isclose(np.dot(q, grad), 2*levels[index], rtol=1e-6)
for axis in ([1., 0, 0], [1., 1, 0], [1., 1, 1]):
    axis = np.array(axis)
    grad = numerical_gradient(lambda p: four_band_levels(p)[0], axis, 1e-5)
    assert angle_deg(grad, axis) < 1e-4

# Explicit sums over cubic and tetrahedral images, with an arbitrary path vector.
q = np.array([.7, -.2, .4])
velocity, path = band_gradient(q), rng.normal(size=3)
cubic_sum, tetra_sum = np.zeros((3, 3)), np.zeros((3, 3))
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((-1, 1), repeat=3):
        op = np.diag(signs) @ np.eye(3)[list(perm)]
        assert np.allclose(band_gradient(op@q), op@velocity)
        term = np.outer(op@velocity, op@path)
        cubic_sum += term
        if np.prod(signs) == 1:
            tetra_sum += term
assert np.allclose(cubic_sum, 16*np.dot(velocity, path)*np.eye(3))
assert np.allclose(tetra_sum, 8*np.dot(velocity, path)*np.eye(3))

# Quadrature in reduced wave-vector space.
z, wz = np.polynomial.legendre.leggauss(28)
phi = 2*np.pi*(np.arange(40)+.3)/40
zz, pp = np.meshgrid(z, phi, indexing="ij")
rho = np.sqrt(1-zz**2)
directions = np.stack([rho*np.cos(pp), rho*np.sin(pp), zz], -1).reshape(-1, 3)
angle_weight = np.repeat(wz*2*np.pi/40, 40)
x, wx = np.polynomial.legendre.leggauss(40)
radius, radial_weight = 2.5*(x+1), 2.5*wx
points = (radius[:, None, None]*directions[None, :, :]).reshape(-1, 3)
volume = (radial_weight[:, None]*radius[:, None]**2*angle_weight).reshape(-1)
thermal = volume*np.exp(-band_energy(points))
thermal /= thermal.sum()
gradient = band_gradient(points)


def response_tensor(time_factor):
    return np.einsum("n,ni,nj->ij", thermal*time_factor, gradient, gradient)/2


constant_response = response_tensor(np.ones(len(points)))
g_heavy = band_energy(directions)
tan2 = tilt_tangent(directions)**2
denominator = np.sum(angle_weight*g_heavy**-1.5)
inverse_mass = np.sum(angle_weight*g_heavy**-.5*(1+tan2))/denominator
radial_only = np.sum(angle_weight*g_heavy**-.5)/denominator
sideways_share = 1-radial_only/inverse_mass
assert np.allclose(constant_response, inverse_mass*np.eye(3), atol=2e-4)
energy = band_energy(points)
energy_time = energy**-.5
time_average = np.sum(thermal*energy*energy_time)/np.sum(thermal*energy)
assert np.allclose(response_tensor(energy_time),
                   time_average*inverse_mass*np.eye(3), atol=5e-4)
unit_points = points/np.linalg.norm(points, axis=1)[:, None]
cubic_response = response_tensor(1/(1+6*pair_sum(unit_points)))
assert np.allclose(cubic_response, np.trace(cubic_response)/3*np.eye(3),
                   atol=3e-4)

# Constant relaxation time: average over exponentially distributed flight times.
flight_times, flight_weights = np.polynomial.laguerre.laggauss(24)


def field_response(shift):
    mean_gradient, mean_energy = np.zeros(3), 0.0
    for s, weight in zip(flight_times, flight_weights):
        moved = points+s*shift
        mean_gradient += weight*(thermal@band_gradient(moved))
        mean_energy += weight*(thermal@band_energy(moved))
    gain = mean_energy-thermal@energy
    # Finite flight-time quadrature limits this power-balance comparison.
    assert np.isclose(gain, np.dot(shift, mean_gradient), rtol=3e-3)
    return mean_gradient, mean_energy


direction = np.array([2., 1., 0.])/np.sqrt(5)
for test_direction in (direction, np.array([1., 2., 3.])/np.sqrt(14)):
    response, _ = field_response(1e-3*test_direction)
    # Finite shift and quadrature leave errors below one part in a thousand.
    assert np.allclose(response/2e-3, inverse_mass*test_direction,
                       atol=1e-3*inverse_mass)
momentum_scale = np.sqrt(2*sc.m_e*kT)
speed_scale = np.sqrt(kT/(2*sc.m_e))
field_rows = []
for field in (0.1, 1.0, 3.0, 10.0):
    shift = sc.e*field*1e5*tau/momentum_scale
    response, mean_w = field_response(shift*direction)
    field_rows.append((field, angle_deg(response, direction),
                       np.linalg.norm(response)*speed_scale/1e5,
                       mean_w*kT_eV*1e3))
strong_response, _ = field_response(200*direction)
strong_angle = angle_deg(strong_response, direction)
single_angle = angle_deg(band_gradient(direction), direction)
assert field_rows[0][1] < .1
assert all(a[1] < b[1] for a, b in zip(field_rows, field_rows[1:]))
assert abs(strong_angle-single_angle) < .1


# Both bands, with an optional uniaxial splitting, from the five-vector form.
def uniaxial_energy(q, sign, half_split):
    a, b, c = q[:, 0], q[:, 1], q[:, 2]
    d = [2*np.sqrt(3)*gamma3*b*c, 2*np.sqrt(3)*gamma3*c*a,
         2*np.sqrt(3)*gamma3*a*b, np.sqrt(3)*gamma2*(a*a-b*b),
         gamma2*(2*c*c-a*a-b*b)+half_split]
    return gamma1*np.sum(q*q, axis=1)-sign*np.sqrt(sum(v*v for v in d))


def two_band_mobility(splitting):
    half_split = splitting/(2*kT_eV)
    total, tensor, step = 0.0, np.zeros((3, 3)), 1e-4
    for sign in (1, -1):
        population = volume*np.exp(-uniaxial_energy(points, sign, half_split))
        grad = np.stack([
            (uniaxial_energy(points+step*u, sign, half_split)
             - uniaxial_energy(points-step*u, sign, half_split))/(2*step)
            for u in np.eye(3)], axis=1)
        total += population.sum()
        tensor += np.einsum("n,ni,nj->ij", population, grad, grad)/2
    return sc.e*tau/sc.m_e*1e4*tensor/total, total


mobility, partition = two_band_mobility(0.0)
strained_mobility, _ = two_band_mobility(strain_splitting)
scalar_mobility = np.trace(mobility)/3
assert np.allclose(mobility, scalar_mobility*np.eye(3),
                   atol=1e-3*scalar_mobility)
assert np.isclose(strained_mobility[0, 0], strained_mobility[1, 1], rtol=1e-3)
assert abs(strained_mobility[0, 0]/strained_mobility[2, 2]-1) > .05

# Six-band matrix: orbital p states, spin, and finite split-off energy.
L = np.zeros((3, 3, 3), complex)
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    L[i, j, k], L[i, k, j] = -1j, 1j
sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.diag([1, -1]).astype(complex)]
spin_orbit = sum(np.kron(L[i], sigma[i]) for i in range(3))


def six_band_heavy(k, delta):
    orbital = 6*gamma3*np.outer(k, k)
    for i in range(3):
        orbital[i, i] = ((gamma1-2*gamma2)*np.dot(k, k)
                         + 6*gamma2*k[i]**2)
    matrix = inv_mass*np.kron(orbital, np.eye(2))
    matrix = matrix + delta/3*(np.eye(6)-spin_orbit)
    return np.linalg.eigvalsh(matrix)[0]


example_energy = 1.5*kT_eV
k_size = np.sqrt(example_energy/(inv_mass*band_energy(direction)))
k_vector = k_size*direction
velocity_factor = sc.e*1e-9/sc.hbar/1e5  # eV nm to 10^7 cm/s
v_four = inv_mass*band_gradient(k_vector)*velocity_factor
v_parallel = np.dot(v_four, direction)
v_sideways = np.linalg.norm(v_four-v_parallel*direction)
six_energy = six_band_heavy(k_vector, split_off)
v_six = numerical_gradient(lambda k: six_band_heavy(k, split_off),
                           k_vector, 1e-4*k_size)*velocity_factor
assert np.isclose(six_band_heavy(k_vector, 1e5), example_energy, rtol=1e-5)
small_k = .1*k_vector
small_gradient = numerical_gradient(
    lambda k: six_band_heavy(k, split_off), small_k, 1e-5*k_size)
assert abs(angle_deg(small_gradient, direction)-single_angle) < .5

# Largest tilt in one octant, including its boundary planes.
theta, azimuth = np.meshgrid(np.linspace(0, np.pi/2, 601),
                             np.linspace(0, np.pi/2, 601), indexing="ij")
search = np.stack([np.sin(theta)*np.cos(azimuth),
                   np.sin(theta)*np.sin(azimuth), np.cos(theta)], -1)
maxima = []
for sign in (1, -1):
    angles = np.degrees(np.arctan(tilt_tangent(search, sign)))
    place = np.unravel_index(np.argmax(angles), angles.shape)
    maxima.append((angles[place], np.sort(np.abs(search[place]))[::-1]))

band_gap = inv_mass*(band_energy(k_vector, -1)-band_energy(k_vector, 1))
mixing_k = (10*1e5*1e-9/(inv_mass*(band_energy(direction, -1)
                                  - band_energy(direction, 1))))**(1/3)
state_density = 2*(momentum_scale/sc.hbar)**3/(2*np.pi)**3*partition*1e-6

print(f"Rough gamma1, gamma2, gamma3: {gamma1}, {gamma2}, {gamma3}")
print(f"Rough split-off energy: {split_off:.3f} eV")
print(f"Temperature: {temperature:.0f} K; kT: {kT_eV*1e3:.2f} meV")
print(f"Relaxation time: {tau*1e12:.2f} ps")
for label, axis in (("100", [1., 0, 0]), ("110", [1., 1, 0]),
                    ("111", [1., 1, 1])):
    n = np.array(axis)/np.linalg.norm(axis)
    print(f"Heavy radial mass [{label}]: {1/band_energy(n):.3f} m0")
print(f"[210] s, R, g: {pair_sum(direction):.3f}, "
      f"{np.sqrt(B2+C2*pair_sum(direction)):.3f}, {band_energy(direction):.3f}")
print(f"Example heavy-hole energy: {example_energy*1e3:.2f} meV")
print(f"Example wave vector: {k_size:.4f} nm^-1")
print(f"Wave-vector x, y: {k_vector[0]:.4f}, {k_vector[1]:.4f} nm^-1")
print(f"Velocity x, y: {v_four[0]:.3f}, {v_four[1]:.3f} 10^7 cm/s")
print(f"Velocity along k: {v_parallel:.3f} 10^7 cm/s")
print(f"Velocity across k: {v_sideways:.3f} 10^7 cm/s")
print(f"Heavy [210] tilt: {single_angle:.2f} degrees")
print(f"Light [210] tilt: "
      f"{angle_deg(band_gradient(direction, -1), direction):.2f} degrees")
for label, (angle, n) in zip(("heavy", "light"), maxima):
    print(f"Largest {label} tilt: {angle:.2f} degrees")
    print(f"  direction cosines: {n[0]:.3f}, {n[1]:.3f}, {n[2]:.3f}")
print(f"Heavy mobility mass: {1/inverse_mass:.4f} m0")
print(f"Mass if sideways velocity is dropped: {1/radial_only:.4f} m0")
print(f"Sideways share of heavy mobility: {100*sideways_share:.2f} percent")
print(f"Heavy-band mobility: {sc.e*tau/sc.m_e*1e4*inverse_mass:.1f} cm2/Vs")
print(f"Two-band scalar mobility: {scalar_mobility:.1f} cm2/Vs")
print("Heavy-band drift, field along [210]:")
print("  kV/cm | tilt deg | speed 10^7 cm/s | energy meV")
for field, angle, speed, mean_energy in field_rows:
    print(f"  {field:.1f} | {angle:.4f} | {speed:.4f} | {mean_energy:.2f}")
print(f"Formal strong-field drift tilt: {strong_angle:.2f} degrees")
print(f"Rough optical-phonon energy: {phonon_meV:.1f} meV")
print(f"Six-band energy at same k: {six_energy*1e3:.2f} meV")
print(f"Six-band velocity x, y: {v_six[0]:.3f}, {v_six[1]:.3f} 10^7 cm/s")
print(f"Six-band tilt: {angle_deg(v_six, direction):.2f} degrees")
print(f"Heavy-light separation at example k: {band_gap*1e3:.2f} meV")
print(f"Collision width hbar/tau: {sc.hbar/tau/sc.e*1e3:.2f} meV")
print(f"Band-mixing k scale at 10 kV/cm: {mixing_k:.4f} nm^-1")
print(f"Effective density of states: {state_density:.3e} cm^-3")
print(f"Hole density: {hole_density:.1e} cm^-3")
print(f"Density ratio p/Nv: {hole_density/state_density:.5f}")
print(f"Uniaxial band-top splitting: {strain_splitting*1e3:.1f} meV")
print(f"Strained mobility xx: {strained_mobility[0, 0]:.1f} cm2/Vs")
print(f"Strained mobility zz: {strained_mobility[2, 2]:.1f} cm2/Vs")
print("finished without a failed check")
```

Output:

```
Rough gamma1, gamma2, gamma3: 13.4, 4.2, 5.7
Rough split-off energy: 0.290 eV
Temperature: 300 K; kT: 25.85 meV
Relaxation time: 0.30 ps
Heavy radial mass [100]: 0.200 m0
Heavy radial mass [110]: 0.374 m0
Heavy radial mass [111]: 0.500 m0
[210] s, R, g: 0.160, 9.953, 3.447
Example heavy-hole energy: 38.78 meV
Example wave vector: 0.5434 nm^-1
Wave-vector x, y: 0.4861, 0.2430 nm^-1
Velocity x, y: 2.544, -0.239 10^7 cm/s
Velocity along k: 2.168 10^7 cm/s
Velocity across k: 1.352 10^7 cm/s
Heavy [210] tilt: 31.94 degrees
Light [210] tilt: 5.26 degrees
Largest heavy tilt: 37.29 degrees
  direction cosines: 0.859, 0.362, 0.362
Largest light tilt: 6.28 degrees
  direction cosines: 0.927, 0.265, 0.265
Heavy mobility mass: 0.2707 m0
Mass if sideways velocity is dropped: 0.3480 m0
Sideways share of heavy mobility: 22.23 percent
Heavy-band mobility: 1949.5 cm2/Vs
Two-band scalar mobility: 2388.4 cm2/Vs
Heavy-band drift, field along [210]:
  kV/cm | tilt deg | speed 10^7 cm/s | energy meV
  0.1 | 0.0030 | 0.0195 | 38.78
  1.0 | 0.3072 | 0.1934 | 39.36
  3.0 | 2.6057 | 0.5642 | 43.85
  10.0 | 13.5502 | 1.8705 | 93.33
Formal strong-field drift tilt: 31.93 degrees
Rough optical-phonon energy: 37.0 meV
Six-band energy at same k: 37.30 meV
Six-band velocity x, y: 2.496, -0.509 10^7 cm/s
Six-band tilt: 38.10 degrees
Heavy-light separation at example k: 223.98 meV
Collision width hbar/tau: 2.19 meV
Band-mixing k scale at 10 kV/cm: 0.1097 nm^-1
Effective density of states: 5.268e+18 cm^-3
Hole density: 1.0e+16 cm^-3
Density ratio p/Nv: 0.00190
Uniaxial band-top splitting: 100.0 meV
Strained mobility xx: 3400.2 cm2/Vs
Strained mobility zz: 2226.5 cm2/Vs
finished without a failed check
```
